**Magnon-assisted tunneling at zero temperature: linear conductance and its spin factor**

The program tests $G_{\rm inel}=(4\pi e^2S/\hbar)|T_J|^2(e|V|/E_m)F$, with $F=2Mm$ for parallel and $F=M^2+m^2$ for antiparallel electrodes. Here $M$ and $m$ are the majority and minority densities of states, $S$ is the interface spin, $T_J$ the exchange amplitude and $1/E_m$ the magnon density per spin. Exact diagonalization of a four-site spin-1 ring coupled to an electron spin asserts the selection rule, the emission weight $2S$ and the one-magnon energies. Counting occupied and empty levels, followed by a numerical derivative, asserts the conductance at both bias signs, its saturation above $E_m$, the effect of a magnon gap and the $3/2$ power for a square-root density. Further assertions cover unequal interfaces, the average over random amplitudes, the low-energy magnon density of a square lattice and the difference between the parallel and antiparallel conductances. For the model junction the output shows slopes of 2.94 (parallel) and 4.89 µS/V (antiparallel), and a magnetoresistance ratio that falls from 67 % at zero bias to 36 % at 100 mV. It also shows that with $A_R/A_L=0.2$, the ratio of the squared exchange amplitudes at the right and left interfaces, the antiparallel slope is the smaller one at positive bias.

## Numerical check

```python
"""
Result under test: at zero temperature, emission of interface magnons with
constant density 1/E_m per spin gives the tunneling conductance
    G_inel = (4 pi e^2 S / hbar) T_J^2 (e|V| / E_m) F,   e|V| < E_m,
    F = 2 M m (parallel, P),   F = M^2 + m^2 (antiparallel, AP).
M, m : majority and minority electron densities of states (1/eV)
S    : interface spin;  T_J, T_d : exchange and direct amplitudes (eV)
V > 0 drives electrons from the left to the right electrode.
Energies are in eV, so a bias in volts equals its energy in eV.
"""
import numpy as np
from scipy.constants import e, hbar

SPIN = 1.0
E_M = 0.100
MAJ, MIN = 3000.0, 1000.0
T_D, T_J = 10e-6, 4e-6
UNIT_G = 2 * np.pi * e**2 / hbar      # siemens
STEP = E_M / 400                      # energy grid for level counting


# ---------- exact spin ring coupled to one electron spin ----------
def spin_matrices(s):
    mz = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - mz[1:] * (mz[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return sx, sy, np.diag(mz)


def on_site(op, site, n_sites):
    d = op.shape[0]
    return np.kron(np.kron(np.eye(d**site), op),
                   np.eye(d**(n_sites - site - 1)))


def ring_scattering(orientation, n_sites=4, exchange=1.0, field=0.3):
    """Weights [final spin, initial spin] of S_0.sigma on the ground state."""
    comps = [[on_site(c, j, n_sites) for c in spin_matrices(SPIN)]
             for j in range(n_sites)]
    ham = 0
    for j in range(n_sites):
        nxt = comps[(j + 1) % n_sites]
        ham = ham - exchange * sum(a @ b for a, b in zip(comps[j], nxt))
        ham = ham - orientation * field * comps[j][2]
    energy, states = np.linalg.eigh(ham)
    pauli = [2 * c for c in spin_matrices(0.5)]
    coupling = sum(np.kron(a, p) for a, p in zip(comps[0], pauli))
    elastic, inelastic = np.zeros((2, 2)), np.zeros((2, 2))
    spectrum = np.zeros(len(energy))
    for start in range(2):
        vec = coupling @ np.kron(states[:, 0], np.eye(2)[start])
        prob = np.abs(states.conj().T @ vec.reshape(-1, 2))**2
        elastic[:, start] = prob[0]
        inelastic[:, start] = prob[1:].sum(axis=0)
        spectrum[1:] += prob[1:].sum(axis=1)
    return elastic, inelastic, energy - energy[0], spectrum


ELASTIC, EMIT = {}, {}
for direction in (1, -1):
    el, inel, excitation, spectrum = ring_scattering(direction)
    ELASTIC[direction], EMIT[direction] = el, inel
    # only the flip toward the local magnetization is allowed
    expected = np.zeros((2, 2))
    if direction == 1:
        expected[0, 1] = 2 * SPIN
    else:
        expected[1, 0] = 2 * SPIN
    assert np.allclose(inel, expected, atol=1e-9)
    assert np.allclose(el, SPIN**2 * np.eye(2), atol=1e-9)
    # emission weight sits at the one-magnon energies, equally per mode
    for omega, modes in ((0.3, 1), (0.3 + 2 * SPIN, 2), (0.3 + 4 * SPIN, 1)):
        found = spectrum[np.abs(excitation - omega) < 1e-7].sum()
        assert abs(found - modes * 2 * SPIN / 4) < 1e-8


# ---------- current by counting occupied and empty levels ----------
def density_by_spin(direction, maj, mino):
    return np.array([maj, mino] if direction == 1 else [mino, maj])


def spin_factor(config, sign, a_left, a_right, maj=MAJ, mino=MIN):
    """Sum over both interfaces and all spin channels of emission."""
    left, right = 1, (1 if config == "P" else -1)
    source, drain = (left, right) if sign > 0 else (right, left)
    rho_s = density_by_spin(source, maj, mino)
    rho_d = density_by_spin(drain, maj, mino)
    weights = a_left * EMIT[left] + a_right * EMIT[right]
    return rho_d @ weights @ rho_s


def phase_space(n_bias, magnon_density):
    """Initial level i, magnon j: the final level must be empty."""
    i = np.arange(-20, n_bias)[:, None]
    j = np.arange(len(magnon_density))[None, :]
    empty = np.heaviside((i - j).astype(float), 0.5)
    return (empty * magnon_density).sum() * STEP**2


def counted_g(n_bias, density, factor):
    """Central difference of the counted current, in siemens."""
    diff = phase_space(n_bias + 1, density) - phase_space(n_bias - 1, density)
    return UNIT_G * factor * diff / (2 * STEP)


def formula_g(bias, config, maj=MAJ, mino=MIN):
    f = 2 * maj * mino if config == "P" else maj**2 + mino**2
    prefactor = 4 * np.pi * e**2 * SPIN / hbar
    return prefactor * T_J**2 * min(abs(bias) / E_M, 1.0) * f


flat = np.full(400, 1 / E_M)
for config in ("P", "AP"):
    for sign in (1, -1):
        factor = spin_factor(config, sign, T_J**2, T_J**2)
        for n in (40, 80, 200, 320, 500):      # the last lies above E_m
            got = counted_g(n, flat, factor)
            assert np.isclose(got, formula_g(sign * n * STEP, config),
                              rtol=1e-9)
# without spin polarization the two configurations agree
same = [spin_factor(c, 1, 1.0, 1.0, 2000.0, 2000.0) for c in ("P", "AP")]
assert np.isclose(same[0], same[1])

# a magnon gap shifts the onset
gapped = flat.copy()
gapped[:40] = 0.0
gap = 40 * STEP
shifted = counted_g(200, gapped, 1.0) / UNIT_G
assert np.isclose(shifted, (200 * STEP - gap) / E_M, rtol=1e-9)
assert counted_g(30, gapped, 1.0) == 0.0

# a square-root magnon density gives another power of the bias
root = np.sqrt((np.arange(400) + 0.5) * STEP)
power_root = np.log2(counted_g(300, root, 1.0) / counted_g(150, root, 1.0))
power_flat = np.log2(counted_g(300, flat, 1.0) / counted_g(150, flat, 1.0))
assert abs(power_root - 1.5) < 0.005           # grid error only
assert abs(power_flat - 1.0) < 1e-9

# ---------- unequal interfaces ----------
for ratio in (0.2, 0.3, 0.4, 1.0, 3.0):
    fwd = {c: spin_factor(c, 1, 1.0, ratio) for c in ("P", "AP")}
    rev = {c: spin_factor(c, -1, 1.0, ratio) for c in ("P", "AP")}
    assert np.isclose(fwd["P"], 2 * SPIN * (1 + ratio) * MAJ * MIN)
    assert np.isclose(fwd["AP"], 2 * SPIN * (MIN**2 + ratio * MAJ**2))
    assert np.isclose(rev["AP"], 2 * SPIN * (MAJ**2 + ratio * MIN**2))
    assert (fwd["AP"] > fwd["P"]) == (ratio * MAJ > MIN)
    assert fwd["AP"] + rev["AP"] > fwd["P"] + rev["P"]

# ---------- diffuse average over random amplitudes ----------
rng = np.random.default_rng(7)
n_sites, n_samples = 16, 40000
shape = (2, n_samples, n_sites)
tau = rng.normal(size=shape) + 1j * rng.normal(size=shape)
tau *= T_J / np.sqrt(2 * n_sites)
t_el2 = T_D**2 + 2 * SPIN**2 * T_J**2
total = tau.sum(axis=2)
for relative in (1, -1):
    amp = T_D + SPIN * (total[0] + relative * total[1])
    assert abs(np.mean(np.abs(amp)**2) / t_el2 - 1) < 0.02   # sampling
mode_amp = np.sqrt(2 * SPIN) * np.fft.fft(tau[0], axis=1) / np.sqrt(n_sites)
mode_weight = np.mean(np.abs(mode_amp)**2, axis=0)
target = 2 * SPIN * T_J**2 / n_sites
assert np.max(np.abs(mode_weight / target - 1)) < 0.03       # sampling

# ---------- magnon density of a square lattice ----------
js = E_M / (4 * np.pi)                # exchange times spin; D = js * a^2
q = 2 * np.pi * (np.arange(1000) + 0.5) / 1000
omega_q = 2 * js * (2 - np.cos(q)[:, None] - np.cos(q)[None, :])


def lattice_excess(x):
    """Relative excess of modes below x*E_m over the constant density."""
    return np.mean(omega_q < x * E_M) / x - 1


assert abs(lattice_excess(0.02) - 0.02 * E_M / (16 * js)) < 0.003

# ---------- elastic part and magnetoresistance ----------
def elastic_g(config):
    right = 1 if config == "P" else -1
    weights = T_D**2 * np.eye(2) + T_J**2 * (ELASTIC[1] + ELASTIC[right])
    rho_l = density_by_spin(1, MAJ, MIN)
    rho_r = density_by_spin(right, MAJ, MIN)
    return UNIT_G * (rho_r @ weights @ rho_l)


g_el = {c: elastic_g(c) for c in ("P", "AP")}
table = []
for n in (0, 40, 80, 200, 400):
    bias = n * STEP
    g = {}
    for c in ("P", "AP"):
        factor = spin_factor(c, 1, T_J**2, T_J**2)
        # at zero bias and at the band top the one-sided slopes differ
        extra = formula_g(bias, c) if n in (0, 400) \
            else counted_g(n, flat, factor)
        g[c] = g_el[c] + extra
    predicted = UNIT_G * (MAJ - MIN)**2 * (
        t_el2 - 2 * SPIN * T_J**2 * bias / E_M)
    assert np.isclose(g["P"] - g["AP"], predicted, rtol=1e-9)
    table.append((bias, g["P"], g["AP"], g["P"] / g["AP"] - 1))
assert all(a[3] > b[3] for a, b in zip(table, table[1:]))

slope = {c: formula_g(0.05, c) / 0.05 for c in ("P", "AP")}

# ---------- printed numbers ----------
print(f"interface spin S = {SPIN:.0f}")
print(f"magnon band top E_m = {E_M*1e3:.0f} meV")
print(f"exchange times spin, E_m/(4 pi) = {js*1e3:.3f} meV")
print(f"majority density M = {MAJ:.0f} per eV")
print(f"minority density m = {MIN:.0f} per eV")
print(f"direct amplitude T_d = {T_D*1e6:.0f} micro-eV")
print(f"exchange amplitude T_J = {T_J*1e6:.0f} micro-eV")
print(f"conductance unit 2 pi e^2/hbar = {UNIT_G*1e3:.4f} mS")
print(f"elastic strength T_el^2/T_d^2 = {t_el2/T_D**2:.3f}")
print(f"spin factor F_P = 2Mm = {2*MAJ*MIN:.3e} per eV^2")
print(f"spin factor F_AP = M^2+m^2 = {MAJ**2+MIN**2:.3e} per eV^2")
print(f"emission weight, allowed flip = {EMIT[1][0, 1]:.4f}")
print(f"emission weight, forbidden flip = {abs(EMIT[1][1, 0]):.4f}")
for c in ("P", "AP"):
    print(f"elastic conductance {c} = {g_el[c]*1e6:.4f} microsiemens")
    print(f"inelastic slope {c} = {slope[c]*1e6:.4f} microsiemens/V")
    print(f"jump of d2I/dV2 at V=0, {c} = {2*slope[c]*1e6:.4f} microA/V^2")
print(f"slope ratio AP/P = {slope['AP']/slope['P']:.4f}")
for bias, gp, gap_ap, tmr in table:
    print(f"V = {bias*1e3:.0f} mV: G_P = {gp*1e6:.4f}, "
          f"G_AP = {gap_ap*1e6:.4f} microsiemens, TMR = {tmr*100:.2f} %")
for c in ("P", "AP"):
    print(f"inelastic part at 50 mV, {c} = "
          f"{formula_g(0.05, c)*1e6:.4f} microsiemens")
print(f"bias exponent, constant magnon density = {power_flat:.3f}")
print(f"bias exponent, square-root density = {power_root:.3f}")
for x in (0.02, 0.1, 0.5):
    print(f"square lattice, excess of modes below {x:.2f} E_m = "
          f"{lattice_excess(x)*100:.2f} %")
print(f"critical coupling ratio A_R/A_L = m/M = {MIN/MAJ:.4f}")
for sign, name in ((1, "V>0"), (-1, "V<0")):
    r = spin_factor("AP", sign, 1.0, 0.2) / spin_factor("P", sign, 1.0, 0.2)
    print(f"A_R/A_L = 0.2, slope ratio AP/P at {name} = {r:.4f}")
print("success")
```

Printed output:

```
interface spin S = 1
magnon band top E_m = 100 meV
exchange times spin, E_m/(4 pi) = 7.958 meV
majority density M = 3000 per eV
minority density m = 1000 per eV
direct amplitude T_d = 10 micro-eV
exchange amplitude T_J = 4 micro-eV
conductance unit 2 pi e^2/hbar = 1.5294 mS
elastic strength T_el^2/T_d^2 = 1.320
spin factor F_P = 2Mm = 6.000e+06 per eV^2
spin factor F_AP = M^2+m^2 = 1.000e+07 per eV^2
emission weight, allowed flip = 2.0000
emission weight, forbidden flip = 0.0000
elastic conductance P = 2.0188 microsiemens
inelastic slope P = 2.9365 microsiemens/V
jump of d2I/dV2 at V=0, P = 5.8729 microA/V^2
elastic conductance AP = 1.2113 microsiemens
inelastic slope AP = 4.8941 microsiemens/V
jump of d2I/dV2 at V=0, AP = 9.7882 microA/V^2
slope ratio AP/P = 1.6667
V = 0 mV: G_P = 2.0188, G_AP = 1.2113 microsiemens, TMR = 66.67 %
V = 10 mV: G_P = 2.0482, G_AP = 1.2602 microsiemens, TMR = 62.52 %
V = 20 mV: G_P = 2.0776, G_AP = 1.3092 microsiemens, TMR = 58.69 %
V = 50 mV: G_P = 2.1656, G_AP = 1.4560 microsiemens, TMR = 48.74 %
V = 100 mV: G_P = 2.3125, G_AP = 1.7007 microsiemens, TMR = 35.97 %
inelastic part at 50 mV, P = 0.1468 microsiemens
inelastic part at 50 mV, AP = 0.2447 microsiemens
bias exponent, constant magnon density = 1.000
bias exponent, square-root density = 1.500
square lattice, excess of modes below 0.02 E_m = 1.70 %
square lattice, excess of modes below 0.10 E_m = 9.09 %
square lattice, excess of modes below 0.50 E_m = 69.06 %
critical coupling ratio A_R/A_L = m/M = 0.3333
A_R/A_L = 0.2, slope ratio AP/P at V>0 = 0.7778
A_R/A_L = 0.2, slope ratio AP/P at V<0 = 2.5556
success
```
